\section*{Effective trap density from a thin-film transistor's subthreshold swing}

\section*{Question}

An n-channel thin-film transistor is measured at $T=300$ K. Well below threshold its drain current rises by one decade for every $0.12$ V of gate voltage. The gate insulator is silicon dioxide of thickness $d=100$ nm; take $\varepsilon_r=3.9$ for its relative permittivity. The parts below lead from the swing to a trap density and then examine what that density means.

\textbf{Model.} The channel is long, the mobility $\mu$ is constant, and there is no leakage. Until part (g) the semiconductor charge is a sheet at the insulator surface. Free electrons are non-degenerate. Traps are in equilibrium with the local electron quasi-Fermi level.

\textbf{Notation.} $q>0$ is the elementary charge, $v_T=kT/q$, and $C_{ox}=\varepsilon_0\varepsilon_r/d$ is the insulator capacitance per area. $V$ is the quasi-Fermi potential along the channel, from $0$ at the source to $V_D$ at the drain. $u$ is the surface potential minus $V$, with $u=0$ at flat band. $V_G$ is the gate voltage counted from flat band at the source. An energy is written $q\epsilon$, with $\epsilon$ in volts, so a density of states per eV is also a density per volt of $\epsilon$.

\section*{(a) Charge held by the traps}

\textit{Traps have a constant density $N$ per area and per eV between $\epsilon_1$ and $\epsilon_2$, measured from the flat-band Fermi level. Find the added trapped electron density when the surface potential rises by $u$.}

\textbf{Answer.} A positive $u$ lowers every electron level by $qu$ relative to the quasi-Fermi level. The occupation of a level is therefore $f(\epsilon-u)$, with $f(y)=1/(1+e^{y/v_T})$. The added density is
\begin{equation}
\Delta n_t=N\int_{\epsilon_1}^{\epsilon_2}\left[f(\epsilon-u)-f(\epsilon)\right]d\epsilon .
\end{equation}
Shifting the variable in the first term changes its limits to $\epsilon_1-u$ and $\epsilon_2-u$. The common range cancels, which leaves
\begin{equation}
\Delta n_t=N\left[\int_{\epsilon_1-u}^{\epsilon_1}f(y)\,dy-\int_{\epsilon_2-u}^{\epsilon_2}f(y)\,dy\right].
\end{equation}
If the lower edge stays several $v_T$ below the quasi-Fermi level and the upper edge several $v_T$ above it, $f\simeq1$ in the first integral and $f\simeq0$ in the second. Then
\begin{equation}
\Delta n_t=Nu .
\end{equation}
Temperature has dropped out: thermal smearing empties as many states below the Fermi level as it fills above it. The traps act as a capacitance per area $C_t=qN$, with $q$ in coulombs and $N$ per eV.

\section*{(b) Gate control of the surface}

\textit{Neglecting free-electron charge, find $u$ at a point of the channel where the quasi-Fermi potential is $V$.}

\textbf{Answer.} The surface potential relative to the source is $V+u$, so the insulator carries the voltage $V_G-V-u$. The positive gate charge balances the added trapped electrons:
\begin{equation}
C_{ox}(V_G-V-u)=qNu .
\end{equation}
Collecting the terms in $u$ gives
\begin{equation}
u=\frac{V_G-V}{m},\qquad m=1+\frac{qN}{C_{ox}} .
\end{equation}
A gate step is thus divided between insulator and surface, and the surface receives the fraction $1/m$. A fixed charge would add a constant to the balance. It would move the origin of $V_G$ and leave $m$ unchanged.

\section*{(c) Current, swing and inversion}

\textit{Derive the subthreshold current and the swing $S=dV_G/d(\log_{10}I)$. Solve for the trap density.}

\textbf{Answer.} Drift and diffusion together are driven by the gradient of the quasi-Fermi potential. For channel width $W$ and free sheet density $n$, the current magnitude is $I=W\mu qn\,dV/dx$. Without leakage $I$ is the same at every $x$, so integration over the length $L$ gives
\begin{equation}
I=\frac{W}{L}\mu q\int_0^{V_D}n\,dV,\qquad n=n_0e^{u/v_T},
\end{equation}
where $n_0$ is the free density at flat band. Inserting $u$ from part (b),
\begin{align}
I&=\frac{W}{L}\mu qn_0\,e^{V_G/(mv_T)}\int_0^{V_D}e^{-V/(mv_T)}dV\\
&=\frac{W}{L}\mu qn_0\,mv_T\,e^{V_G/(mv_T)}\left[1-e^{-V_D/(mv_T)}\right].
\end{align}
The bracket contains $m$, because the traps also follow the quasi-Fermi level along the channel. It does not contain $V_G$, so
\begin{equation}
\frac{d\ln I}{dV_G}=\frac{1}{mv_T}.
\end{equation}
Since $\log_{10}I=\ln I/\ln10$,
\begin{equation}
S=mS_0,\qquad S_0=\frac{kT}{q}\ln10 .
\end{equation}
Replacing $m$ by its definition and solving for $N$ gives the effective density
\begin{equation}
N_{\mathrm{eff}}=\frac{C_{ox}}{q}\left(\frac{S}{S_0}-1\right).
\label{eq:neff}
\end{equation}
Without traps $S=S_0$ and $N_{\mathrm{eff}}=0$. A swing below $S_0$ would give a negative density, which this model cannot interpret.

If another charge also follows the surface, with capacitance $C_x>0$ in parallel with $C_t$, then $m=1+(C_t+C_x)/C_{ox}$ and $N_{\mathrm{eff}}=N+C_x/q$. The inferred value is then an upper bound on the density of the sheet traps.

\section*{(d) The number}

\textit{Evaluate $N_{\mathrm{eff}}$ for the measured transistor.}

\textbf{Answer.} The insulator capacitance is
\begin{equation}
C_{ox}=\frac{3.9\times8.854\times10^{-12}}{1.0\times10^{-7}}
=3.453\times10^{-4}\ \mathrm{F\,m^{-2}},
\end{equation}
so $C_{ox}/q=2.155\times10^{15}\ \mathrm{m^{-2}\,V^{-1}}$. With $v_T=0.025852$ V the trap-free swing is $S_0=0.05953$ V per decade, and
\begin{equation}
m=\frac{0.12}{0.05953}=2.016 .
\end{equation}
Therefore
\begin{equation}
N_{\mathrm{eff}}=2.155\times10^{15}\times1.016
=2.19\times10^{15}\ \mathrm{m^{-2}\,eV^{-1}},
\end{equation}
or, to the two digits that the data support at best, $2.2\times10^{11}\ \mathrm{cm^{-2}\,eV^{-1}}$. The trap capacitance is $3.51\times10^{-4}\ \mathrm{F\,m^{-2}}$, nearly equal to $C_{ox}$. The surface therefore receives about half of each gate step, and the swing is about twice its trap-free value.

The result was tested by integrating the Fermi occupation over a finite trap band, solving the charge balance with free electrons included, integrating the current along the channel and differentiating its logarithm. With this $N_{\mathrm{eff}}$ the swing came out as $0.1200$ V per decade. The current at $V_D=0.05$ V was $0.617$ of that at $1$ V, as the bracket in part (c) gives; the same bracket without $m$ would give $0.855$. The values are in the numerical output.

\section*{(e) Sensitivity to the data}

\textit{How do errors in $S$, $T$ and $d$ affect the answer?}

\textbf{Answer.} At fixed $T$ and $C_{ox}$, equation (\ref{eq:neff}) is linear in $S$:
\begin{equation}
\Delta N_{\mathrm{eff}}=\frac{C_{ox}}{q}\frac{\Delta S}{S_0}
=\frac{2.155\times10^{15}\times0.01}{0.05953}
=3.6\times10^{14}\ \mathrm{m^{-2}\,eV^{-1}}
\end{equation}
for $\Delta S=0.01$ V per decade. The density then lies between $1.83\times10^{15}$ and $2.55\times10^{15}\ \mathrm{m^{-2}\,eV^{-1}}$. For small relative errors, $N_{\mathrm{eff}}\propto m-1$ gives
\begin{equation}
\frac{\delta N_{\mathrm{eff}}}{N_{\mathrm{eff}}}=\frac{\delta m}{m-1}
=\frac{m}{m-1}\left(\frac{\delta S}{S}-\frac{\delta T}{T}\right).
\end{equation}
The minus sign arises because $m=S/S_0$ and $S_0\propto T$. Here $m/(m-1)=2.016/1.016=1.98$, so a relative error in the swing is doubled. The factor grows without limit as $S$ approaches $S_0$, which makes the method weak for devices with few traps.

``Room temperature'' also has to be specified. The same swing at $293$ K gives $2.29\times10^{15}\ \mathrm{m^{-2}\,eV^{-1}}$, about 5\% more than at $300$ K. A small relative error in $d$ passes to $N_{\mathrm{eff}}$ undoubled and with opposite sign, since $N_{\mathrm{eff}}\propto1/d$ at fixed $S$ and $T$.

\section*{(f) Free electrons and a varying trap density}

\textit{(i) At small drain bias, how does free-electron charge change the inferred density? (ii) What does the swing measure if the trap density $D(\epsilon)$ varies with energy? Evaluate this for a density growing as $e^{\epsilon/E_0}$ with $E_0=0.1$ V, that is, an energy of $0.1$ eV.}

\textbf{Answer to (i).} With free charge included, the balance for $V\simeq0$ is $V_G=u+(q/C_{ox})(Nu+n)$, where the constant free density at flat band is absorbed in the origin of $V_G$. Because $dn/du=n/v_T$,
\begin{equation}
\frac{dV_G}{du}=1+\frac{q}{C_{ox}}\left(N+\frac{n}{v_T}\right).
\end{equation}
For small $V_D$ the current is proportional to $nV_D$. Hence $d\ln I/dV_G=(1/v_T)\,du/dV_G$ and $S/S_0=dV_G/du$. Equation (\ref{eq:neff}) then returns
\begin{equation}
N_{\mathrm{eff}}=N+\frac{n}{v_T}.
\end{equation}
The free electrons are counted as traps. Their contribution is small compared with $C_{ox}/q$ if
\begin{equation}
n\ll n_{\mathrm{lim}}=\frac{C_{ox}v_T}{q}=5.57\times10^{13}\ \mathrm{m^{-2}} .
\end{equation}
At $n=0.1\,n_{\mathrm{lim}}$ the predicted excess is $0.1\,C_{ox}/q=2.16\times10^{14}\ \mathrm{m^{-2}\,eV^{-1}}$. The numerical transistor gave $2.402\times10^{15}$ in place of $2.190\times10^{15}\ \mathrm{m^{-2}\,eV^{-1}}$, an excess of $2.12\times10^{14}$, within 2\% of the prediction. The swing must therefore be read well below threshold. The relative error in the trap density is $n/(v_TN)$, so the condition is $n\ll v_TN$. Here $N\simeq C_{ox}/q$, and this is the same as $n\ll n_{\mathrm{lim}}$. For a device with few traps it is stricter: with $N=10^{14}\ \mathrm{m^{-2}\,eV^{-1}}$ and $n=0.02\,n_{\mathrm{lim}}$ the excess is $0.02\,C_{ox}/q=4.3\times10^{13}\ \mathrm{m^{-2}\,eV^{-1}}$, or 43\% of $N$. For the constant trap density assumed here, the logarithmic plot is already straight when $n\ll n_{\mathrm{lim}}$, so a straight plot does not by itself show that the stricter condition is met.

\textbf{Answer to (ii).} The trapped density is now $\int D(\epsilon)f(\epsilon-u)\,d\epsilon$. Since $\partial f(\epsilon-u)/\partial u=-\partial f(\epsilon-u)/\partial\epsilon$, the density that replaces $N$ in the slope at small $V_D$ is
\begin{equation}
\bar D(u)=\int D(\epsilon)\left[-\frac{\partial f(\epsilon-u)}{\partial\epsilon}\right]d\epsilon .
\end{equation}
The weight has unit area and a width of a few $v_T$ around the quasi-Fermi level. The swing therefore measures a thermal average near that level, and not the total number of traps in the gap.

For the exponential case write $D(\epsilon)=D_Fe^{(\epsilon-u)/E_0}$, where $D_F$ is the density at the quasi-Fermi level. Put $y=(\epsilon-u)/v_T$ and $s=v_T/E_0$, and extend the limits to infinity:
\begin{equation}
\frac{\bar D}{D_F}=\int_{-\infty}^{\infty}e^{sy}\frac{e^y}{(1+e^y)^2}\,dy .
\end{equation}
The substitution $z=e^y/(1+e^y)$ gives $dz=e^y\,dy/(1+e^y)^2$ and $e^y=z/(1-z)$. Hence
\begin{equation}
\frac{\bar D}{D_F}=\int_0^1z^s(1-z)^{-s}dz=\Gamma(1+s)\Gamma(1-s)=\frac{\pi s}{\sin\pi s}.
\end{equation}
The second step is the beta integral, whose denominator is $\Gamma(2)=1$. The third uses $\Gamma(1+s)=s\Gamma(s)$ and the reflection formula. The integral converges for $s<1$, that is $v_T<E_0$. Its integrand falls only as $e^{-(1-s)y}$ at large $y$, so the upper end of the trap band already matters when $s$ is close to $1$. For $s\ge1$ the integral diverges, and the average depends on where the band ends.

Here $s=0.2585$ and $\bar D/D_F=1.119$. The numerical swing gave $1.116$. It was taken at $V_D=1$ mV, where the mean $V$ is $0.5$ mV. With $m=1+1.016\times1.119=2.14$, this lowers the mean $u$ by $0.23$ mV and the sampled density by the fraction $0.23/100=0.23\%$, which accounts for the difference.

\section*{(g) Traps in the bulk of the film}

\textit{Suppose instead that all traps lie in the film, with constant density $g$ per volume and per eV. The film has thickness $t$ and permittivity $\varepsilon_f$, and there is no field at its back surface. What does equation (\ref{eq:neff}) return at small $V_D$? Take $\varepsilon_f=10\,\varepsilon_0$, $g=1.095\times10^{23}\ \mathrm{m^{-3}\,eV^{-1}}$, and $t=20$ nm or $200$ nm, with $u=0.3$ V at the front surface.}

\textbf{Answer.} Let $x$ be the depth from the insulator. By part (a) the added charge density is $-qgu(x)$, and Poisson's equation becomes
\begin{equation}
\frac{d^2u}{dx^2}=\frac{qg}{\varepsilon_f}u=\frac{u}{\lambda^2},\qquad
\lambda=\sqrt{\frac{\varepsilon_f}{qg}}=71\ \mathrm{nm}.
\end{equation}
The solution with $u'(t)=0$ and front value $u_s$ is
\begin{equation}
u(x)=u_s\,p(x),\qquad p(x)=\frac{\cosh[(t-x)/\lambda]}{\cosh(t/\lambda)} .
\end{equation}
Integrating $gu$ over the film gives the trapped sheet density $g\lambda\tanh(t/\lambda)\,u_s$. The front surface therefore obeys $u_s=V_G/m_s$ with
\begin{equation}
m_s=1+\frac{qg\lambda\tanh(t/\lambda)}{C_{ox}} .
\end{equation}
The current is proportional to $\int_0^te^{u(x)/v_T}dx$. Its logarithmic slope contains $du/dV_G=p/m_s$, averaged over the electrons:
\begin{equation}
\frac{S}{S_0}=\frac{m_s}{\langle p\rangle},\qquad
\langle p\rangle=\frac{\int_0^tp\,e^{u/v_T}dx}{\int_0^te^{u/v_T}dx}.
\end{equation}
Equation (\ref{eq:neff}) therefore returns
\begin{equation}
N_{\mathrm{eff}}=\frac{1}{\langle p\rangle}\left[g\lambda\tanh(t/\lambda)+\frac{C_{ox}}{q}\left(1-\langle p\rangle\right)\right].
\end{equation}
For $t\ll\lambda$ the first term in the bracket is close to $gt$ and the prefactor is close to $1$. In the second term, $1-\langle p\rangle$ is at most $1-p(t)\simeq t^2/(2\lambda^2)=qgt^2/(2\varepsilon_f)$, so that term is at most about $gt\,C_{ox}t/(2\varepsilon_f)$. Hence $N_{\mathrm{eff}}\simeq gt$ if both $t\ll\lambda$ and $t\ll\varepsilon_f/C_{ox}$; the latter length is $256$ nm here.

\textbf{Thin film.} Here $gt=2.19\times10^{15}\ \mathrm{m^{-2}\,eV^{-1}}$, the same areal density as in part (d). A numerical solution of Poisson's equation gives a swing of $0.1214$ V per decade and $N_{\mathrm{eff}}=1.02\,gt$. Two small effects compete. With $t/\lambda=0.281$, screening reduces the trapped charge to $0.974$ of $gtu_s$, which lowers the swing. Electrons deeper in the film follow the gate less than those at the front, so $\langle p\rangle<1$, which raises it. The second effect is the larger here.

A sheet of traps at the interface gave $0.1200$ V per decade. The difference of $0.0014$ V per decade is far below the error considered in part (e), so this swing cannot tell interface traps from bulk traps in a thin film.

\textbf{Thick film.} For $t=200$ nm the swing is $0.302$ V per decade and $N_{\mathrm{eff}}=8.8\times10^{15}\ \mathrm{m^{-2}\,eV^{-1}}$, which is $0.40\,gt$. The front region screens the rest of the film, and the trapped charge per volt of $u_s$ is
\begin{equation}
g\lambda\tanh(t/\lambda)=7.7\times10^{15}\ \mathrm{m^{-2}\,eV^{-1}},
\end{equation}
or $0.35\,gt$. The remaining rise to $0.40\,gt$ comes from $\langle p\rangle<1$. Since $\langle p\rangle$ depends on $u_s$, the ratio $0.40$ belongs to $u_s=0.3$ V. Dividing $N_{\mathrm{eff}}$ by the film thickness would here underestimate $g$ by a factor of $2.5$.

For the measured transistor, $2.2\times10^{11}\ \mathrm{cm^{-2}\,eV^{-1}}$ is thus the density of an equivalent sheet of traps that would produce the observed swing. Telling bulk traps from traps at the insulator interface needs further information, for example the swings of several thin films that differ only in thickness. In the model, $N_{\mathrm{eff}}$ then grows nearly in proportion to $t$ for bulk traps, as long as $t\ll\lambda$ and $t\ll\varepsilon_f/C_{ox}$, and does not depend on $t$ for traps at the insulator interface. The rule has limits in real films. It needs the same $g$ at every thickness and swings read at the same Fermi level. Traps at the back surface, which the model leaves out, also give a nearly thickness-independent $N_{\mathrm{eff}}$ in a thin film, so the series separates bulk from surface traps but not one surface from the other.

\section*{Numbers as computed}
\begin{verbatim}
temperature: 300 K
given swing: 0.12 V/decade
oxide thickness: 1.0e-07 m
oxide relative permittivity: 3.9
elementary charge: 1.602177e-19 C
Boltzmann constant: 1.380649e-23 J/K
vacuum permittivity: 8.854188e-12 F/m
gate capacitance C_ox: 3.4531e-04 F/m^2
thermal voltage kT/q: 0.025852 V
trap-free swing: 0.05953 V/decade
factor m: 2.0159
C_ox/q: 2.1553e+15 per m^2 per V
trap capacitance q N_eff: 3.5081e-04 F/m^2
N_eff: 2.1896e+15 per m^2 per eV
N_eff converted: 2.190e+11 per cm^2 per eV
N_eff if swing 0.01 lower: 1.827e+15 per m^2 per eV
N_eff if swing 0.01 higher: 2.552e+15 per m^2 per eV
N_eff if T is 293 K: 2.293e+15 per m^2 per eV
model band edge: 0.7 eV; test u: 0.3 V
model band density: 1.0e+16 per m^2
gate voltage at test u: 0.6048 V
trapped charge, integral/linear law: 1.000000
simulated swing with N_eff: 0.12000 V/decade
simulated swing without traps: 0.05953 V/decade
true 5.0e+14, inferred 5.0004e+14 per m^2 per eV, swing 0.07334 V/decade
true 1.0e+15, inferred 1.0000e+15 per m^2 per eV, swing 0.08715 V/decade
true 5.0e+15, inferred 5.0000e+15 per m^2 per eV, swing 0.19762 V/decade
small drain voltage: 0.05 V (reference 1 V)
current ratio, simulated: 0.6169
current ratio, formula with m: 0.6169
current ratio, formula without m: 0.8554
limiting free density: 5.572e+13 per m^2
free density at test u: 1.907e+09 per m^2
inferred at 0.1 of limit: 2.402e+15 per m^2 per eV
exponential traps, E0: 0.1 eV
inferred/local density, simulated: 1.1164
inferred/local density, formula: 1.1190
film relative permittivity: 10.0
bulk trap density g: 1.095e+23 per m^3 per eV
screening length: 7.105e-08 m
thin film t: 2.0e-08 m, swing 0.1214 V/decade
thin film inferred: 2.239e+15 per m^2 per eV
thin film inferred/(g t): 1.0226
thick film t: 2.0e-07 m, swing 0.3023 V/decade
thick film inferred: 8.789e+15 per m^2 per eV
thick film inferred/(g t): 0.4014
\end{verbatim}
